\section*{Cutoff dependence of the second-order delta-potential shift in hydrogenic nS states}

\section{What goes wrong}

In a hydrogenic $nS$ state, a spherical potential of one sign whose mean radius $\int r|V|\,d^3r/\int|V|\,d^3r$ is small compared with the Bohr radius of the ion can, up to relative corrections of the order of the ratio of these two lengths, be replaced by $V=g\,\delta^3(\mathbf r)$ in first order, where it shifts the level by $g|\psi_n(0)|^2$. The second-order formula applied to the same $V$ returns $g^2|\psi_n(0)|^2G'_n(0,0)$, and the reduced Green's function $G'_n$ is infinite at coincident points. Smearing the delta over a radius $a$ and discarding the term in $1/a$ does not repair this: a term in $\ln a$ survives, and the constant left after discarding that as well depends on how the delta was smeared.

Atomic units are used, the nucleus is fixed, and $H_0=-\tfrac12\nabla^2-Z/r$, so that $E_n=-Z^2/2n^2$ and $|\psi_n(0)|^2=Z^3/\pi n^3$. The Green's functions are $G(E)=(E-H_0)^{-1}$ and $G'_n=\sum_{m\ne n}|m\rangle\langle m|/(E_n-E_m)$; a spherical $V$ couples $nS$ only to $S$ states, so the $l$ degeneracy plays no part. The second-order energy is written through a quantity $B$ of dimension inverse length,
\begin{equation}
E^{(2)}_n=-\frac{g^2|\psi_n(0)|^2}{2\pi}\,B .
\end{equation}
The digamma function is $\Psi=\Gamma'/\Gamma$, with $\Psi(n)=H_{n-1}-\gamma$, where $H_j=1+\dots+1/j$ and $\gamma=0.577216$. The numbers come from the program printed, with its output, after this text.

\section{Counter-example: two cutoffs, two remainders}

\subsection{Point delta, momentum cutoff}

Take $Z=1$ and matrix elements $g\psi_n(0)\psi_m(0)$. The bound states, with $E_m-E_n=(m^2-n^2)/2n^2m^2$, give
\begin{equation}
B_{\rm b}=\sum_{m\neq n}\frac{4n^2}{m(m^2-n^2)}
=2\sum_{m\ne n}\Big[\frac1{m-n}+\frac1{m+n}-\frac2m\Big].
\end{equation}
Up to $m=N$ the three sums are $H_{N-n}-H_{n-1}$, $H_{N+n}-H_n-1/2n$ and $-2H_N+2/n$. The $N$-dependent parts cancel as $N\to\infty$, and $H_n=H_{n-1}+1/n$ leaves $B_{\rm b}=1/n-4H_{n-1}$, which is $1$ for $1s$ and $-3.5$ for $2s$. The bound states are harmless.

For continuum states normalised like plane waves, the $s$-wave factor $\sin kr/kr$ is replaced by $u/kr$, with $u=C_0\,kr\,e^{-ikr}M(1-i\eta,2,2ikr)$ of unit amplitude at infinity, $M$ Kummer's function and $\eta=-1/k$. At large $z=2ikr$, $M$ is a sum of two terms that become complex conjugates after multiplication by $e^{-ikr}$; the first is $e^zz^{-1-i\eta}/\Gamma(1-i\eta)$, of modulus $e^{\pi\eta/2}/(2kr|\Gamma(1+i\eta)|)$. Unit amplitude requires $C_0=e^{-\pi\eta/2}|\Gamma(1+i\eta)|$, and $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ gives the Sommerfeld factor
\begin{equation}
S(k)=|\psi_{\mathbf k}(0)|^2=C_0^2=\frac{2\pi/k}{1-e^{-2\pi/k}}=1+\frac{\pi}{k}+O(k^{-2}).
\end{equation}
With $E_k-E_n=(k^2+n^{-2})/2$ and a cutoff $K$,
\begin{equation}
B_{\rm c}=2\pi\int\!\frac{d^3k}{(2\pi)^3}\frac{2S}{k^2+n^{-2}}=\frac2\pi\int_0^K\!\frac{k^2S\,dk}{k^2+n^{-2}} .
\end{equation}
The $1$ in $S$ produces $2K/\pi$, as it would for a free particle; the Coulomb term $\pi/k$ produces $2\ln K$. For the constant put $k=1/t$, so that $k\,dk/(k^2+n^{-2})$ becomes $[1/t-t/(t^2+n^2)]\,dt$, and split $1/(1-e^{-2\pi t})=1+1/(e^{2\pi t}-1)$:
\begin{equation}
B_{\rm c}=4\int_{1/K}^\infty\!\Big[\frac1t-\frac{t}{t^2+n^2}\Big]\Big[1+\frac1{e^{2\pi t}-1}\Big]dt .
\end{equation}
The part with $1$ has the antiderivative $\ln(t/\sqrt{t^2+n^2})$ and gives $4\ln nK$. Binet's integral for the digamma function gives $\int_0^\infty t\,dt/[(t^2+n^2)(e^{2\pi t}-1)]=\tfrac12[\ln n-1/2n-\Psi(n)]$; moving its lower limit costs $O(1/K)$. There remains $J=\int_\epsilon^\infty ds/[s(e^s-1)]$ with $\epsilon=2\pi/K$. Split $\Gamma(p)\zeta(p)=\int_0^\infty s^{p-1}ds/(e^s-1)$ at $\epsilon$, use $1/(e^s-1)=1/s-\tfrac12+O(s)$ below it, and continue to $p\to0$. The lower piece is $\epsilon^{p-1}/(p-1)-\epsilon^p/2p\to-1/\epsilon-1/2p-\tfrac12\ln\epsilon$, while $\Gamma(p)\zeta(p)=(1/p-\gamma)(-\tfrac12-\tfrac p2\ln2\pi)\to-1/2p+\gamma/2-\tfrac12\ln2\pi$. Hence $J=K/2\pi-\tfrac12\ln K+\gamma/2$, and
\begin{align}
B_{\rm c}&=4\ln nK+\frac{2K}\pi-2\ln K+2\gamma-2\ln n+\frac1n+2H_{n-1}-2\gamma,\nonumber\\
B&=B_{\rm b}+B_{\rm c}=\frac{2K}{\pi}+2\ln K+2+\Delta_n+O(1/K),\label{eq:K}\\
\Delta_n&=\frac2n-2+2\ln n-2H_{n-1}.\label{eq:Delta}
\end{align}
Here $\Delta_1=0$, $\Delta_2=2\ln2-3=-1.613706$ and $\Delta_3=-2.136109$. Direct summation and quadrature at $K=10^4$ give $1.9999$ for the $1s$ constant and $B(2s)-B(1s)=(-3.5+6388.5045)-(1+6385.6183)=-1.6138$.

\subsection{Delta smeared on a shell}

Let $V=g\rho_a(r)$ with $\rho_a$ spherical and normalised, and $\psi=e^{-r}/\sqrt\pi$. The function $\chi=G'_1\rho_a\psi$ obeys $(E_1-H_0)\chi=(\rho_a-e_1)\psi$ with $e_1=\langle\psi|\rho_a|\psi\rangle$. Put $\chi=\psi f$. Because $(E_1-H_0)\psi=0$, the left side is $\tfrac12\psi\nabla^2f+\nabla\psi\cdot\nabla f=\nabla\cdot(\psi^2\nabla f)/2\psi$, and Gauss's theorem on a ball of radius $r$ gives
\begin{equation}
4\pi r^2\psi^2f'=2D(r),\qquad D=Q-e_1P,\label{eq:DL}
\end{equation}
where $Q(r)=\int_{s<r}\psi^2\rho_a\,d^3s$ and $P(r)=1-e^{-2r}(1+2r+2r^2)$ is the $1s$ probability inside $r$. Since $\langle\psi|\chi\rangle=0$, $E^{(2)}=g^2\int\psi^2(\rho_a-e_1)f\,d^3r=g^2\int f\,dD$. For a density with a finite Coulomb self-interaction $\iint\rho_a(r)\rho_a(r')\,d^3r\,d^3r'/|\mathbf r-\mathbf r'|$ (this excludes a point core and a singularity $r^{-p}$ with $p\ge5/2$), $fD$ vanishes at both ends, and integration by parts yields $E^{(2)}=-g^2\int D^2dr/(2\pi r^2\psi^2)$. With $E^{(2)}=-g^2B/2\pi^2$ this is the exact result
\begin{equation}
B=\int_0^\infty e^{2r}\,\frac{(\pi D)^2}{r^2}\,dr .\label{eq:quad}
\end{equation}
For the shell $\rho_a=\delta(r-a)/4\pi a^2$, $\pi e_1=e^{-2a}$, and $D=-e_1P$ inside, $D=e_1(1-P)$ outside. Inside, $P\approx4r^3/3$ and the contribution is $O(a^5)$. Outside, $(1+2r+2r^2)^2/r^2=r^{-2}+4r^{-1}+8+8r+4r^2$. By parts, $\int_a^\infty e^{-2r}r^{-2}dr=e^{-2a}/a-2\mathcal E_1(2a)$, where $\mathcal E_1(x)=\int_x^\infty e^{-t}dt/t=-\gamma-\ln x+O(x)$; the second term gives $4\mathcal E_1(2a)$ and the polynomial $e^{-2a}(7+6a+2a^2)$. Therefore
\begin{align}
B&=e^{-4a}\Big[\frac{e^{-2a}}a+2\mathcal E_1(2a)+7+O(a)\Big]\nonumber\\
&=\frac1a-6-2\gamma-2\ln2a+7+O(a\ln a)=\frac1a-2\ln 2a+(1-2\gamma)+O(a\ln a).\label{eq:shell}
\end{align}
Of the $-6$, a part $-4$ comes from the prefactor $e^{-4a}=[\psi(a)/\psi(0)]^4$: the slope of the wave function, invisible in first order as $a\to0$, multiplies the linear divergence and reaches the constant.

Match the linear terms of (\ref{eq:K}) and (\ref{eq:shell}) by $K=\pi/2a$. Then (\ref{eq:K}) reads $1/a-2\ln2a+2+2\ln\pi$. The divergences agree term by term, yet one remainder is $2+2\ln\pi>0$ and the other is $1-2\gamma=-0.154431$.

A third value comes from a point source, $Q=e_1=1/\pi$. Then $\chi=G'_1(r,0)\psi(0)$, and (\ref{eq:DL}) gives $f'=(1/2\pi)(r^{-2}+2r^{-1}+2)$, so $f=(1/2\pi)(-1/r+2\ln r+2r+c)$. Orthogonality means $\langle f\rangle=0$; with $\langle1/r\rangle=1$, $\langle r\rangle=\tfrac32$ and $\langle\ln r\rangle=\Psi(3)-\ln2=\tfrac32-\gamma-\ln2$ it fixes $c=2\gamma+2\ln2-5$. Restoring $Z$ by scaling,
\begin{equation}
G'_1(r,0)=\frac{Ze^{-Zr}}{2\pi}\Big[-\frac1{Zr}+2\ln2Zr+2\gamma-5+2Zr\Big].\label{eq:G1}
\end{equation}
If one delta is kept at the origin and the other put on the shell, $\psi(a)G'_1(a,0)\psi(0)$ contains $e^{-2a}/a=1/a-2$, so $B=1/a-2\ln2a+(3-2\gamma)$, with remainder $3-2\gamma=1.845569$. The program's value at $a=10^{-8}$, $1.845568$, is lowered by the $O(a\ln a)$ correction, whose leading term, from $e^{-2a}(-2\ln2a)$, is $4a\ln2a\approx-7\times10^{-7}$.

\section{The general statement}

Let $\rho_a=a^{-3}\rho(r/a)$ be spherical, non-negative and normalised. Let $\langle\cdot\rangle$ average over two independent radii $x,x'$ drawn from $\rho$, with $x_>$ and $x_<$ the larger and smaller, and assume that $\langle1/x_>\rangle$ and $\langle x(1+|\ln x|)\rangle$ are finite. Then for $Za\to0$
\begin{align}
B&=\frac Aa-2Z\ln 2Za+Z\,(C_\rho+\Delta_n)+O(Z^2a\ln Za),\label{eq:main}\\
A&=\langle1/x_>\rangle,\qquad C_\rho=3-2\gamma-2\langle\ln x_>\rangle-2\langle x_</x_>\rangle .\nonumber
\end{align}
The coefficient of the logarithm and $\Delta_n$ are independent of $\rho$; $A$ and $C_\rho$ are properties of $\rho$ and independent of $n$. A stretch $x\to\lambda x$ shifts $C_\rho$ by $-2\ln\lambda$, so a change in what is called the radius gives the remainder any value. What survives the limit is
\begin{equation}
n^3E^{(2)}_n-E^{(2)}_1\to-\frac{g^2Z^4}{2\pi^2}\Delta_n .\label{eq:univ}
\end{equation}

\section{Proof}

\subsection{One point at the nucleus}

Write $E=-Z^2/2\nu^2$, $\kappa=Z/\nu$, $z=2\kappa r$. For $r>0$, $u=rG(r,0;E)$ obeys $u''+(2Z/r-\kappa^2)u=0$, that is $u_{zz}+(-\tfrac14+\nu/z)u=0$, whose decaying solution is the Whittaker function $W_{\nu,1/2}=e^{-z/2}zU(\alpha,2,z)$ with $\alpha=1-\nu$. Since $\tfrac12\nabla^2(c/r)=-2\pi c\,\delta^3$, unit source strength needs $u(0)=-1/2\pi$.

For small $z$ use $\Gamma(\alpha)U(\alpha,2,z)=\int_0^\infty e^{-zt}t^{\alpha-1}(1+t)^{1-\alpha}dt$, valid for $\alpha>0$ and continued in $\alpha$ afterwards. Write $t^{\alpha-1}(1+t)^{1-\alpha}=1+(1-\alpha)/(1+t)+R(t)$ with $R=O(t^{-2})$. The first two terms give $1/z$ and $(1-\alpha)e^z\mathcal E_1(z)\to(\alpha-1)(\ln z+\gamma)$. For $\int R\,dt$ insert $(1+t)^{-\varepsilon}$ and continue to $\varepsilon\to0$; the three integrals are $\Gamma(\alpha)\Gamma(\varepsilon-1)/\Gamma(\alpha-1+\varepsilon)$, $1/(\varepsilon-1)$ and $1/\varepsilon$. With $\Gamma(\varepsilon-1)=-(1/\varepsilon+1-\gamma)$ and $\Gamma(\alpha)/\Gamma(\alpha-1+\varepsilon)=(\alpha-1)[1-\varepsilon\Psi(\alpha-1)]$,
\begin{align}
\int R\,dt&=-(\alpha-1)\Big[\frac1\varepsilon+1-\gamma-\Psi(\alpha-1)\Big]+1+\frac{\alpha-1}{\varepsilon}\nonumber\\
&=(\alpha-1)\,[\Psi(\alpha)+\gamma-1],
\end{align}
by $\Psi(\alpha)=\Psi(\alpha-1)+1/(\alpha-1)$. Thus $\Gamma(\alpha)zU=1-\nu z[\ln z+\Psi(1-\nu)+2\gamma-1]+O(z^2\ln z)$, which tends to $1$, so $G=-\Gamma(1-\nu)W_{\nu,1/2}/2\pi r$. With $\nu z=2Zr$ and $e^{-z/2}=1-Zr/\nu$,
\begin{equation}
G(r,0;E)=-\frac1{2\pi}\Big[\frac1r-2Z\ln2Zr+Z(2-4\gamma)-\frac Z\nu+2Z\ln\nu-2Z\Psi(1-\nu)\Big]\label{eq:Gsmall}
\end{equation}
up to $O(r\ln r)$. Near a level put $\nu=n+\delta$. The reflection formula gives $\Psi(1-\nu)=\Psi(\nu)+\pi\cot\pi\nu=H_{n-1}-\gamma+1/\delta+O(\delta)$. From $E-E_n=\tfrac12Z^2[n^{-2}-(n+\delta)^{-2}]=Z^2\delta\,n^{-3}(1-3\delta/2n)$,
\begin{equation}
\frac1\delta=\frac{Z^2}{n^3(E-E_n)}-\frac3{2n}+O(\delta).\label{eq:delta}
\end{equation}
The first term makes $G\ni Z^3/[\pi n^3(E-E_n)]$, the pole $|\psi_n(0)|^2/(E-E_n)$ whose removal defines $G'_n$. The constants left in the bracket are $Z[2-4\gamma-1/n+2\ln n-2H_{n-1}+2\gamma+3/n]$, so
\begin{equation}
G'_n(r,0)=-\frac1{2\pi}\Big[\frac1r-2Z\ln2Zr+Z(4-2\gamma+\Delta_n)\Big]+O(Z^2r\ln Zr),\label{eq:Gn}
\end{equation}
with the $\Delta_n$ of (\ref{eq:Delta}), there obtained from the spectrum. For $n=1$, expanding $e^{-Zr}/r$ in (\ref{eq:G1}) turns $5-2\gamma$ into $4-2\gamma$, in agreement.

\subsection{Both points near the nucleus}

Because $\rho_a\psi_n$ is spherical, only the angular average $G_s(r,r';E)$ enters. As a function of $r$ it solves the homogeneous radial equation on each side of $r'$, regular inside and decaying outside, and the constant Wronskian makes it a product of the regular solution at $r_<$ and the decaying one at $r_>$. Normalising the regular solution to $\phi(0)=1$ and letting $r_<\to0$ identifies the other factor:
\begin{equation}
G_s(r,r';E)=\phi(r_<;E)\,G(r_>,0;E).\label{eq:prod}
\end{equation}
Inserting $r\phi=r+c_2r^2+c_3r^3$ into $(r\phi)''=-2(Z/r+E)\,r\phi$ gives $2c_2=-2Z$ and $6c_3=-2Zc_2-2E$, so $\phi=1-Zr+(Z^2-E)r^2/3+\dots$; the slope is the same at every energy. Expand both factors of (\ref{eq:prod}) about $E_n$, with $\phi_n=\phi(r;E_n)=\psi_n(r)/\psi_n(0)$. The pole term is $\psi_n(r)\psi_n(r')/(E-E_n)$, and the finite term is $G'_{s}=\phi_n(r_<)G'_n(r_>,0)+\partial_E\phi(r_<)\,\psi_n(r_>)\psi_n(0)$, whose last part is $O(r_<^2)$. In $E^{(2)}=g^2\iint\rho_a\psi_nG'_s\psi_n\rho_a$ the bracket of (\ref{eq:Gn}) is therefore multiplied by $|\psi_n(0)|^2(1-Zr_<)^2(1-Zr_>)$. Only $1/r_>$ is large enough to feel the linear terms, $(1-2Zr_<-Zr_>)/r_>=1/r_>-2Zr_</r_>-Z$, so
\begin{equation}
B=\Big\langle\frac1{r_>}-2Z\ln2Zr_>+Z(3-2\gamma+\Delta_n)-2Z\frac{r_<}{r_>}\Big\rangle+\dots
\end{equation}
The difference between the exact kernel and this one is $O(Z^2r_>\ln Zr_>)$ at small $r_>$ and grows only logarithmically at large $r_>$, where the exact kernel decays; it is bounded by a constant times $Z^2r_>(1+|\ln Zr_>|)$, whose average is $O(Z^2a\ln Za)$ under the moment assumption. Setting $r=ax$ gives (\ref{eq:main}), and multiplying by $n^3|\psi_n(0)|^2=Z^3/\pi$ and subtracting gives (\ref{eq:univ}).

Since $1/r_>$ is the angular average of $1/|\mathbf r-\mathbf r'|$, $A/a$ is the Coulomb self-interaction integral of the smeared density. It is infinite if $\rho$ has a point core, and (\ref{eq:main}) then fails. For $Za\gtrsim1$ the expansion is useless; (\ref{eq:quad}), derived for the $1s$ level with $Z=1$, still holds there.

\subsection{Three shapes}

For the shell $x_<=x_>=1$, so $A=1$ and $C=1-2\gamma$, as in (\ref{eq:shell}); the one-sided case has $x_<=0$ and $C=3-2\gamma$. For the uniform ball the probability that both radii lie below $x$ is $x^6$, so $x_>$ has density $6x^5$, $A=6/5$ and $\langle\ln x_>\rangle=-1/6$. At given $x_>$ the smaller radius has weight $\propto s^2$ and mean $\tfrac34x_>$. Hence $C=3-2\gamma+\tfrac13-\tfrac32=\tfrac{11}6-2\gamma=0.678902$.

For $\rho=\pi^{-3/2}e^{-x^2}$, the vector $\mathbf x-\mathbf x'$ is Gaussian with unit variance per component, so $A=4\pi(2\pi)^{-3/2}\int_0^\infty se^{-s^2/2}ds=\sqrt{2/\pi}=0.797885$. Put $x_>=\mathcal R\cos\theta$, $x_<=\mathcal R\sin\theta$, $0<\theta<\pi/4$; the weight is $\mathcal R^5e^{-\mathcal R^2}\sin^2\theta\cos^2\theta$, with $\sin^2\theta\cos^2\theta=(1-\cos4\theta)/8$ integrating to $\pi/32$. Then $\langle\tan\theta\rangle=(32/\pi)\int\sin^3\theta\cos\theta\,d\theta=(32/\pi)/16=2/\pi$, and $\langle\ln\mathcal R\rangle=\tfrac12\Psi(3)=\tfrac34-\tfrac\gamma2$. Further, $\int_0^{\pi/4}\ln\cos\theta\,d\theta=\mathcal G/2-(\pi/4)\ln2$ with Catalan's constant $\mathcal G=0.915966$, and by parts $\int\cos4\theta\ln\cos\theta\,d\theta=\tfrac14\int\sin4\theta\tan\theta\,d\theta=\tfrac12\int(\cos2\theta-\cos^22\theta)\,d\theta=\tfrac14-\tfrac\pi{16}$. So $\langle\ln\cos\theta\rangle=(4/\pi)[\mathcal G/2-(\pi/4)\ln2-\tfrac14+\tfrac{\pi}{16}]$ and $\langle\ln x_>\rangle=1-\gamma/2-\ln2+(2\mathcal G-1)/\pi=0.283057$, giving $C=1-\gamma+2\ln2-(4\mathcal G+2)/\pi=0.006215$.

The program tests (\ref{eq:main}) against the second difference in $g$ of exactly matched eigenvalues for shell and ball, with $(Z,n)=(1,1),(1,2),(2,1),(2,3)$ at $a=10^{-6}$, and against (\ref{eq:quad}) for ball and Gaussian, within $30Z^2a|\ln Za|$. The extracted constants are $-0.1545$, $0.6788$ and $0.0061$, and both shell and ball give $\Delta_2=-1.6137$, $\Delta_3=-2.1361$. Equation (\ref{eq:quad}) is itself tested against an explicit B-spline sum over states: both give $9.396467$ for the Gaussian at $a=0.1$.

\section{Worked example: a uniform ball}

Take the model values $Z=1$, $g=0.01$ hartree bohr$^3$. The numbers here and in the next section describe the non-relativistic model, not a real atom: the height $3g/4\pi a^3$ of the ball is $0.13$ of the electron rest energy at $a=0.01$ and about $130$ times it at $a=0.001$, and radii below the reduced Compton wavelength, $0.0073$ bohr, lie outside the regime where the Schr\"odinger equation describes an electron. The point first-order shift is $g/\pi=3.183099\times10^{-3}$ hartree ($86.62$ meV), and the prefactor of $B$ is $-g^2/2\pi^2=-5.066059\times10^{-6}$. At $a=0.01$ the pieces of $B$ are $1.2/0.01=120$, $-2\ln0.02=7.824$ and $0.6789$, and the energies $-6.07927\times10^{-4}$, $-3.96371\times10^{-5}$ and $-3.43936\times10^{-6}$ add to $-6.51004\times10^{-4}$ hartree. Equation (\ref{eq:quad}) gives $-6.49397\times10^{-4}$ hartree ($-17.67$ meV). The gap, $1.6\times10^{-6}$, is $0.25\%$ of the exact $E^{(2)}$ but nearly half of the constant term. It is $7.8\times10^{-6}$ at $a=0.1$, more than twice the constant term, and $2.3\times10^{-7}$ at $a=0.001$, about $7\%$ of it; it falls by less than a factor ten per decade, as an $a\ln a$ term does. Unless such terms are fitted as well, reading off the remainder takes a very small $a$.

To leading order in $a$ the ratio of second to first order is $-gA/2\pi a$. The sums $E^{(1)}+E^{(2)}$, with $E^{(1)}=ge_1$ of the smeared potential, compare with the exact shift as follows, in $10^{-3}$ hartree.
\begin{center}
\begin{tabular}{ccccc}
$a$ & $gA/2\pi a$ & $E^{(1)}$ & $E^{(1)}+E^{(2)}$ & exact\\
0.1 & 0.0191 & 2.74180 & 2.66907 & 2.67090\\
0.01 & 0.1910 & 3.13573 & 2.48634 & 2.59861\\
0.001 & 1.9099 & 3.17833 & $-2.96712$ & 1.09688
\end{tabular}
\end{center}
Relative to the exact shift the error is $0.07\%$ and $4.3\%$ in the first two rows. In the third the truncated series is negative, although a non-negative $V$ cannot lower the ground state.

\section{The shell to all orders}

For the shell, $(E-H_0)\psi=g\rho_a\psi$ is solved by $\psi(r)=gG_s(r,a;E)\psi(a)$, and $r=a$ gives the exact condition $1/g=G_s(a,a;E)$. By (\ref{eq:prod}), $G_s(a,a)=(1-Za)G(a,0)$, which changes $2-4\gamma$ in (\ref{eq:Gsmall}) to $1-4\gamma$. Define
\begin{equation}
\frac1{g_R}=\frac1g+\frac1{2\pi}\Big[\frac1a-2Z\ln2Za+Z(3-2\gamma)\Big].\label{eq:gR}
\end{equation}
Adding the bracket to $2\pi G_s$ cancels the $1/a$ and $\ln a$ terms and, in the limit $a\to0$, leaves $Z(3-2\gamma)-Z(1-4\gamma)$ plus the $\nu$ terms with reversed sign:
\begin{equation}
\frac{2\pi}{Zg_R}=2+2\gamma+\frac1\nu-2\ln\nu+2\Psi(1-\nu).\label{eq:zr}
\end{equation}
Near $\nu=n$, (\ref{eq:delta}) turns the right side into $2+1/n-2\ln n+2H_{n-1}-3/n+2Z^2/n^3\Delta E_n=-\Delta_n+2Z^2/n^3\Delta E_n$, up to $O(\delta)$, so
\begin{equation}
n^3\Delta E_n=\frac{Z^3g_R}\pi-\frac{Z^4g_R^2}{2\pi^2}\Delta_n+O(g_R^3).\label{eq:ren}
\end{equation}
The constant in (\ref{eq:gR}) is a convention, chosen so that the $1s$ shift has no second-order term. One parameter absorbs the divergences of all $nS$ levels because they do not depend on $n$.

At fixed $g>0$, (\ref{eq:gR}) gives $g_R\approx g/(1+g/2\pi a)$ at leading order in $a$, a geometric series in $g$ that converges only for $|g|<2\pi a$. As $a\to0$, $g_R\to2\pi a$ and the shift tends to $2\pi a|\psi(0)|^2$, which is $2a$ for the $1s$ level with $Z=1$: the shell forces $\psi(a)\to0$ and acts as a hard sphere. For $g=0.01$ and $a=10^{-3},10^{-5},10^{-7}$ the exact shift divided by $2a$ is $0.60759$, $0.99350$, $0.99993$, while $E^{(2)}$ is $-5.13\times10^{-3}$, $-0.507$ and $-50.7$ hartree. The repulsive contact shell has no effect in the limit, and its second-order term diverges.

At fixed $g_R$ the limit exists, with $1/g\approx-1/2\pi a$, an attractive bare coupling. For $g_R=0.01$, $a=10^{-6}$, $g=-6.286959\times10^{-6}$. The exact shell shifts, $3.1829828\times10^{-3}$ ($1s$) and $3.9889755\times10^{-4}$ hartree ($2s$), lie below the roots of (\ref{eq:zr}), $3.1829888\times10^{-3}$ and $3.9889831\times10^{-4}$, by $1.9\times10^{-6}$ of the latter; the residue of $G_s(a,a)$ at the pole is $\psi_n(a)^2=|\psi_n(0)|^2(1-2Za)$, which accounts for a relative reduction of $2\times10^{-6}$. From (\ref{eq:zr}), $8\Delta E_{2s}-\Delta E_{1s}=8.198\times10^{-6}$ hartree ($223.1\ \mu$eV), against $5.066059\times10^{-6}\times1.613706=8.175\times10^{-6}$ hartree ($222.5\ \mu$eV) from (\ref{eq:ren}). The excess is $0.3\%$ of the second-order value, the order $g_R/\pi$ of a third-order term.

The limit has a price. The right side of (\ref{eq:zr}) runs from $+\infty$ at $\nu\to0$ to $-\infty$ at $\nu\to1^-$, so a root lies in $0<\nu<1$. For small $g_R<0$ it is the lowered $1s$ level. For small $g_R>0$ it is an additional level below the one called $1s$; with $\Psi(1)=-\gamma$ it obeys $2\pi/Zg_R\approx1/\nu-2\ln\nu+2$, so $\nu\approx Zg_R/2\pi$ at leading order. Here $\nu=0.001630$ ($0.001629$ for the finite shell) and $E=-1.88\times10^5$ hartree, well beyond the electron rest energy of roughly $2\times10^4$ hartree, so this level, which the attractive shell of finite radius has as well as its zero-range limit, lies outside the non-relativistic regime. The all-order statements of this section are shown for the shell only; for other shapes the higher orders involve further moments of $\rho$.

\section*{Calculated quantities}
\begin{verbatim}
atomic units; Z = 1; energies in hartree (Eh), lengths in bohr
gamma = 0.577216; Catalan = 0.915966; 1 Eh = 27.211386 eV
shell: A = 1.000000, C = -0.154431, C extracted at a=1e-6 = -0.1545
ball: A = 1.200000, C = 0.678902, C extracted at a=1e-6 = 0.6788
gauss: A = 0.797885, C = 0.006215, C extracted at a=1e-6 = 0.0061
ball: <ln x_>> = -0.166667, <x_</x_>> = 0.750000
gauss: <ln x_>> = 0.283057, <x_</x_>> = 0.636620
one delta smeared on a shell: C = 1.845568
Gaussian a=0.1: B state sum = 9.396467, quadrature = 9.396467 1/bohr
cutoff K=1e4 1/bohr, 1s: bound = 1.000000, continuum = 6385.6183, constant = 1.9999 1/bohr
2s: bound = -3.500000, continuum = 6388.5045; B(2s)-B(1s) = -1.6138 1/bohr
Delta_2 = -1.613706, Delta_3 = -2.136109
shell: extracted Delta_2 (Z=1) = -1.6137, Delta_3 (Z=2) = -2.1361
ball: extracted Delta_2 (Z=1) = -1.6137, Delta_3 (Z=2) = -2.1361
example: g = 0.01 Eh bohr^3; point E1 = 3.183099e-03 Eh = 86.6165 meV
prefactor -g^2/(2 pi^2) = -5.066059e-06 Eh bohr
ball a = 0.1: gA/(2 pi a) = 0.0191, E1 = 2.74180e-03 Eh
  E2 linear -6.07927e-05, log -1.63070e-05, const -3.43936e-06 Eh
  E2 asymptotic -8.05391e-05, exact -7.27263e-05 Eh = -1.9790 meV
  E1+E2 = 2.66907e-03 Eh, exact shift = 2.67090e-03 Eh
ball a = 0.01: gA/(2 pi a) = 0.1910, E1 = 3.13573e-03 Eh
  E2 linear -6.07927e-04, log -3.96371e-05, const -3.43936e-06 Eh
  E2 asymptotic -6.51004e-04, exact -6.49397e-04 Eh = -17.6710 meV
  E1+E2 = 2.48634e-03 Eh, exact shift = 2.59861e-03 Eh
ball a = 0.001: gA/(2 pi a) = 1.9099, E1 = 3.17833e-03 Eh
  E2 linear -6.07927e-03, log -6.29671e-05, const -3.43936e-06 Eh
  E2 asymptotic -6.14568e-03, exact -6.14544e-03 Eh = -167.2261 meV
  E1+E2 = -2.96712e-03 Eh, exact shift = 1.09688e-03 Eh
shell fixed g, a = 1e-03: shift = 1.21517e-03 Eh, shift/(2a) = 0.60759, E2 = -5.1282e-03 Eh
shell fixed g, a = 1e-05: shift = 1.98701e-05 Eh, shift/(2a) = 0.99350, E2 = -5.0671e-01 Eh
shell fixed g, a = 1e-07: shift = 1.99987e-07 Eh, shift/(2a) = 0.99993, E2 = -5.0661e+01 Eh
shell fixed gR = 0.01 Eh bohr^3, a = 1e-6: bare g = -6.286959e-06 Eh bohr^3
  1s shift: shell 3.1829828e-03, zero range 3.1829888e-03 Eh
  2s shift: shell 3.9889755e-04, zero range 3.9889831e-04 Eh
  deep level: nu shell 0.001629, zero range 0.001630, E = -1.8818e+05 Eh
  8 dE(2s) - dE(1s) = 8.19764e-06 Eh = 223.07 micro-eV
  second-order value = 8.17513e-06 Eh = 222.46 micro-eV
\end{verbatim}
